# Continued fractions and the best one-dimensional epitaxial matches: test program

```python
"""One-dimensional epitaxial matching and continued fractions.

Result under test: let r = b/a > 1 be the ratio of film period b to substrate
period a. A match (p, q) puts q film cells on p substrate cells.
  * Convergents p_n/q_n of r are exactly the matches whose offset |q r - p|
    (in units of a) is smaller than that of every other match with no more
    film cells. Exception: the zeroth one if the next denominator is also 1.
  * Their ratio error |r - p_n/q_n| is below 1/q_n^2.
  * They are also records of small strain, but not the only ones.
Integer and half-integer r are excluded.
Searches over all q supply the independent side of each comparison.
"""
from fractions import Fraction
from math import gcd
from mpmath import mp
from scipy.constants import physical_constants

mp.dps = 60


def expand(ratio, q_limit):
    """Rows (digit, p, q, previous q, next complete quotient).

    Stops when the expansion ends or once q exceeds q_limit.
    """
    rows = []
    p_prev, q_prev, p, q = 0, 1, 1, 0
    quotient = ratio
    while True:
        digit = int(quotient)
        p_prev, p = p, digit * p + p_prev
        q_prev, q = q, digit * q + q_prev
        rest = quotient - digit
        following = None if rest == 0 else 1 / rest
        rows.append((digit, p, q, q_prev, following))
        if rest == 0 or q > q_limit:
            return rows
        quotient = following


def all_matches(ratio, q_max):
    """For each q, the two integers p around q*ratio, with their offsets."""
    found = []
    for q in range(1, q_max + 1):
        low = int(q * ratio)
        for p in (low, low + 1):
            found.append((abs(q * ratio - p), p, q))
    return found


def records(matches, by_strain):
    """Matches strictly better than all with fewer film cells."""
    best, result = float("inf"), []
    for i in range(0, len(matches), 2):
        offset, p, q = min(matches[i], matches[i + 1])
        measure = offset / q if by_strain else offset
        if measure < best:
            best = measure
            result.append((p, q))
    return result


def check_ratio(ratio, q_max):
    rows = expand(ratio, q_max)
    matches = all_matches(ratio, q_max)
    expected = []
    for n, (digit, p, q, q_prev, following) in enumerate(rows):
        last = n == len(rows) - 1
        if q <= q_max and (last or rows[n + 1][2] > q):
            expected.append((p, q))
        if following is None:
            assert q * ratio == p
            continue
        signed = q * ratio - p
        offset = abs(signed)
        formula = (-1) ** n / (following * q + q_prev)
        assert abs(signed - formula) <= 1e-30
        assert offset * q < 1              # ratio error below 1/q^2
        if last:
            continue
        p_next, q_next = rows[n + 1][1:3]
        assert p_next * q - p * q_next == (-1) ** n
        assert offset * q_next <= 1
        assert offset * (q + q_next) > 1
        # No match with fewer than q_next film cells has a smaller offset;
        # a tie arises only if the next convergent is an exact match.
        if q < q_next <= q_max + 1:
            window = matches[:2 * (q_next - 1)]
            assert min(window)[0] == offset
            ties = {(m[1], m[2]) for m in window if m[0] == offset}
            allowed = {(p, q)}
            if rows[n + 1][4] is None:
                allowed.add((p_next - p, q_next - q))
            assert ties == allowed
    assert records(matches, False) == expected
    assert set(expected) <= set(records(matches, True))


# Exact rational ratios between 1 and 3, then irrational ratios.
rational_count = 0
largest_denominator = 50
for den in range(3, largest_denominator + 1):
    for num in range(den + 1, 3 * den):
        if gcd(num, den) == 1:
            check_ratio(Fraction(num, den), den)
            rational_count += 1
irrational_ratios = [mp.sqrt(2), +mp.phi, +mp.e, +mp.pi]
irrational_q_max = 2000
for value in irrational_ratios:
    check_ratio(value, irrational_q_max)

# Worked example: round model periods in bohr, kept as exact fractions.
a = Fraction(600, 100)
b = Fraction(713, 100)
r = b / a
check_ratio(r, r.denominator)
rows = expand(r, r.denominator)
matches = all_matches(r, r.denominator)


def strain(p, q):
    """Relative change of the film period when q cells fill p a."""
    stretched_period = p * a / q
    return (stretched_period - b) / b


def offset_length(p, q):
    return q * b - p * a


print(f"substrate period a = {float(a):.2f} bohr")
print(f"film period b = {float(b):.2f} bohr")
print(f"ratio r = b/a = {r} = {float(r):.6f} (no unit)")
print("continued-fraction digits of r:", [row[0] for row in rows])
print("matches p/q: p substrate cells, q film cells")


def report(p, q, name):
    print(f"{name} {p}/{q}: film {float(q*b):.2f} bohr, "
          f"substrate {float(p*a):.2f} bohr")
    print(f"  offset qb-pa {float(offset_length(p, q)):+.2f} bohr, "
          f"strain {100*float(strain(p, q)):+.4f} %")
    print(f"  ratio error {float(abs(r-Fraction(p, q))):.3e}, "
          f"1/q^2 {1/q**2:.3e} (no unit)")


for n, (digit, p, q, q_prev, following) in enumerate(rows):
    report(p, q, f"convergent n={n}")
    if following is not None:
        assert abs(strain(p, q)) < 1 / (r * q * q)
        print(f"  1/(q_n q_n+1) = {1/(q*rows[n+1][2]):.3e} (no unit)")

# A strain record that is not a convergent.
convergents = [(row[1], row[2]) for row in rows]
short_range = matches[:2 * rows[2][2]]
offset_list = records(short_range, False)
strain_list = records(short_range, True)
between = [m for m in strain_list
           if m not in convergents and m[1] > rows[1][2]]
assert len(between) == 1
extra = between[0]
first = convergents[1]
assert abs(strain(*extra)) < abs(strain(*first))
assert abs(offset_length(*extra)) > abs(offset_length(*first))
assert abs(r - Fraction(*extra)) * extra[1] ** 2 < 1
report(*extra, "not a convergent")
q_short = rows[2][2]
print(f"offset records up to q={q_short}:",
      ", ".join(f"{p}/{q}" for p, q in offset_list))
print(f"strain records up to q={q_short}:",
      ", ".join(f"{p}/{q}" for p, q in strain_list))

# Smallest supercell within a strain tolerance, by direct search.
chosen = []
for tolerance in (Fraction(1, 100), Fraction(6, 1000), Fraction(1, 1000)):
    p, q = next((m[1], m[2]) for m in matches
                if abs(strain(m[1], m[2])) <= tolerance)
    chosen.append((p, q))
    print(f"strain tolerance {100*float(tolerance):.1f} %: "
          f"smallest match {p}/{q}")
assert chosen[1] == extra
assert chosen[0] in convergents and chosen[2] in convergents

bohr_in_angstrom = physical_constants["Bohr radius"][0] * 1e10
p, q = chosen[2]
print(f"length of the {p}/{q} supercell = {float(p*a):.2f} bohr "
      f"= {float(p*a)*bohr_in_angstrom:.2f} angstrom")

# Zeroth convergent beaten by the next one at the same denominator.
r_special = Fraction(17, 10)
special = expand(r_special, r_special.denominator)
assert special[0][2] == special[1][2] == 1
miss = [abs(r_special - row[1]) for row in special[:2]]
assert miss[1] < miss[0]
print(f"exception, ratio {float(r_special):.1f}: "
      f"digits {[row[0] for row in special]}")
print(f"  error of {special[0][1]}/1 = {float(miss[0]):.1f}, "
      f"of {special[1][1]}/1 = {float(miss[1]):.1f} (no unit)")
print(f"rational ratios searched: {rational_count}, "
      f"denominators up to {largest_denominator}")
print(f"irrational ratios searched: {len(irrational_ratios)}, "
      f"film cells up to {irrational_q_max}")
print("tests ok")
```

It prints:

```
substrate period a = 6.00 bohr
film period b = 7.13 bohr
ratio r = b/a = 713/600 = 1.188333 (no unit)
continued-fraction digits of r: [1, 5, 3, 4, 2, 1, 2]
matches p/q: p substrate cells, q film cells
convergent n=0 1/1: film 7.13 bohr, substrate 6.00 bohr
  offset qb-pa +1.13 bohr, strain -15.8485 %
  ratio error 1.883e-01, 1/q^2 1.000e+00 (no unit)
  1/(q_n q_n+1) = 2.000e-01 (no unit)
convergent n=1 6/5: film 35.65 bohr, substrate 36.00 bohr
  offset qb-pa -0.35 bohr, strain +0.9818 %
  ratio error 1.167e-02, 1/q^2 4.000e-02 (no unit)
  1/(q_n q_n+1) = 1.250e-02 (no unit)
convergent n=2 19/16: film 114.08 bohr, substrate 114.00 bohr
  offset qb-pa +0.08 bohr, strain -0.0701 %
  ratio error 8.333e-04, 1/q^2 3.906e-03 (no unit)
  1/(q_n q_n+1) = 9.058e-04 (no unit)
convergent n=3 82/69: film 491.97 bohr, substrate 492.00 bohr
  offset qb-pa -0.03 bohr, strain +0.0061 %
  ratio error 7.246e-05, 1/q^2 2.100e-04 (no unit)
  1/(q_n q_n+1) = 9.411e-05 (no unit)
convergent n=4 183/154: film 1098.02 bohr, substrate 1098.00 bohr
  offset qb-pa +0.02 bohr, strain -0.0018 %
  ratio error 2.165e-05, 1/q^2 4.217e-05 (no unit)
  1/(q_n q_n+1) = 2.912e-05 (no unit)
convergent n=5 265/223: film 1589.99 bohr, substrate 1590.00 bohr
  offset qb-pa -0.01 bohr, strain +0.0006 %
  ratio error 7.474e-06, 1/q^2 2.011e-05 (no unit)
  1/(q_n q_n+1) = 7.474e-06 (no unit)
convergent n=6 713/600: film 4278.00 bohr, substrate 4278.00 bohr
  offset qb-pa +0.00 bohr, strain +0.0000 %
  ratio error 0.000e+00, 1/q^2 2.778e-06 (no unit)
not a convergent 13/11: film 78.43 bohr, substrate 78.00 bohr
  offset qb-pa +0.43 bohr, strain -0.5483 %
  ratio error 6.515e-03, 1/q^2 8.264e-03 (no unit)
offset records up to q=16: 1/1, 6/5, 19/16
strain records up to q=16: 1/1, 4/3, 5/4, 6/5, 13/11, 19/16
strain tolerance 1.0 %: smallest match 6/5
strain tolerance 0.6 %: smallest match 13/11
strain tolerance 0.1 %: smallest match 19/16
length of the 19/16 supercell = 114.00 bohr = 60.33 angstrom
exception, ratio 1.7: digits [1, 1, 2, 3]
  error of 1/1 = 0.7, of 2/1 = 0.3 (no unit)
rational ratios searched: 1544, denominators up to 50
irrational ratios searched: 4, film cells up to 2000
tests ok
```
